# The dimer method for locating a defect-migration saddle

## Result

Let $V(R)$ be the potential energy of a set of atoms with positions $R$, $F=-\nabla V$ the force and $H=\nabla\nabla V$ the Hessian. Let $\lambda_1<\lambda_2\le\lambda_3\dots$ be the eigenvalues of $H$ and $N$ the unit eigenvector of $\lambda_1$. The dimer method moves the atoms along

$$F^\dagger=F-2(F\cdot N)N .\qquad(1)$$

The rest points of $F^\dagger$ are the stationary points of $V$. A nondegenerate one attracts the flow $\dot R=F^\dagger$ if and only if $\lambda_1<0<\lambda_2$, that is, if it is a first-order saddle. Building $F^\dagger$ takes forces near the current point and no final state.

The guarantee is local. The search may fail from a poor start, and the saddle it finds need not be the lowest or the wanted one. The state beyond the saddle is found afterwards, by relaxing from both sides.

Assumptions: $V$ has continuous second derivatives, there are at least two degrees of freedom, and $\lambda_1\neq\lambda_2$. In a periodic cell of fixed shape, uniform translations cost no energy; they are removed from the space before the eigenvalues are numbered.

## Why the saddle attracts

Write $P=NN^T$, so that $F^\dagger=(I-2P)F$. Since $P^2=P$,

$$(I-2P)^2=I-4P+4P^2=I .$$

The reflection is its own inverse, so $F^\dagger=0$ exactly when $F=0$. This holds for any unit vector $N$: an imperfect $N$ does not displace the rest point.

Let $R_*$ be a rest point and $d=R-R_*$ small. Then $F=-Hd+o(d)$, with $H$ taken at $R_*$. Because $\lambda_1$ is separated from $\lambda_2$, $P$ varies continuously, $P(R)=P_*+o(1)$. Its change multiplies a force that is already of order $d$, and so drops out:

$$F^\dagger=-(I-2P_*)Hd+o(d)\equiv Jd+o(d),\qquad J=-H+2\lambda_1NN^T .$$

The last form uses $N^TH=\lambda_1N^T$. Acting on the eigenvectors of $H$,

$$Jv_1=(-\lambda_1+2\lambda_1)v_1=\lambda_1v_1,\qquad Jv_k=-\lambda_kv_k\quad(k\ge2).$$

All eigenvalues of $J$ are negative if and only if $\lambda_1<0$ and $\lambda_2>0$. At a minimum the first is positive; at a point with two or more negative curvatures, $-\lambda_2$ is positive.

A dimensionless potential in which $N$ turns from place to place tests this:

$$V=-\cos x-0.6\cos y+0.2\sin x\sin y+0.15\sin x(1-\cos y).$$

Differentiating $F^\dagger$ numerically at its stationary points gives

| Point | $\lambda_1,\ \lambda_2$ | eigenvalues of $J$ |
|---|---|---|
| minimum | 0.517, 1.083 | 0.517, −1.083 |
| saddle | −1.025, 0.625 | −1.025, −0.625 |
| maximum | −1.116, −0.582 | −1.116, 0.582 |

Away from rest points $F^\dagger$ need not be a gradient. In this potential its curl at $(1.0,0.7)$ is $-0.154$, whereas a gradient field has zero curl. So $F^\dagger$ is not the force of any energy function. Along the flow $dV/dt=-F\cdot F^\dagger=2(F\cdot N)^2-|F|^2$, which has no fixed sign, so a line search that demands a falling $V$ has no justification. The size of the force does fall: $\frac{d}{dt}|F|^2=-2F^TH(I-2P)F$, which equals $-2\sum_k|\lambda_k|(F\cdot v_k)^2$ wherever $\lambda_1<0<\lambda_2$, with $v_k$ the unit eigenvectors of $H$.

## Curvature from two forces

The dimer is a pair of images at $R\pm\Delta N$. For a smooth energy, Taylor expansion along $N$, with $s$ the distance, gives

$$F(R+\Delta N)-F(R-\Delta N)=-2\Delta HN+\frac{\Delta^3}{3}\frac{d^3F}{ds^3}+\dots$$

since even terms cancel. Hence

$$HN=-\frac{F(R+\Delta N)-F(R-\Delta N)}{2\Delta}+O(\Delta^2),\qquad C=N\cdot HN. \qquad(2)$$

If $C(\Delta)=C_0+k\Delta^2$, the differences between results at half-lengths 0.2, 0.1 and 0.05 stand in the ratio $(0.04-0.01)/(0.01-0.0025)=4$. The two-dimensional model gives 3.991. Where a cutoff makes the third derivative of $V$ jump, the error can be of order $\Delta$. Too small a $\Delta$ magnifies rounding errors in the forces as $1/\Delta$.

## Rotation to the lowest mode

Turn $N$ towards a perpendicular unit vector $T$: $N(\theta)=\cos\theta\,N+\sin\theta\,T$. With $a=N\cdot HN$, $b=N\cdot HT$ and $c=T\cdot HT$,

$$C(\theta)=a\cos^2\theta+2b\sin\theta\cos\theta+c\sin^2\theta
=\frac{a+c}{2}+\frac{a-c}{2}\cos2\theta+b\sin2\theta .$$

The initial slope is $2b=2T\cdot HN$. The gradient of $C$ on the unit sphere is therefore the part of $2HN$ perpendicular to $N$, namely $2(HN-CN)$. It vanishes at eigenvectors. From $v_k$, a turn towards $v_1$ gives $C=\lambda_k\cos^2\theta+\lambda_1\sin^2\theta$, which falls if $\lambda_k>\lambda_1$. So $v_1$ is the sole minimum, apart from its sign.

To find the best angle, set $\rho=\sqrt{(a-c)^2/4+b^2}$ and $\varphi=\mathrm{atan2}(2b,a-c)$. Then $C(\theta)=(a+c)/2+\rho\cos(2\theta-\varphi)$, whose minimum is at

$$\theta=\frac{\varphi}{2}+\frac{\pi}{2},\qquad C_{\min}=\frac{a+c}{2}-\rho. \qquad(3)$$

Choosing $T$ along the residual $r=HN-CN$ gives steepest descent. Adding the previous turning direction $Q$, made perpendicular to $N$ and $T$, speeds this up at no cost in forces: one diagonalizes the $3\times3$ matrix of $H$ in the basis $(N,T,Q)$ and takes its lowest eigenvector. The new $HN$ is the same linear combination of the known $HN$, $HT$ and $HQ$. Each rotation thus needs one new force pair, for $HT$.

The residual controls the misalignment. Expand $N=\sum_kc_kv_k$, with $\phi$ its angle to $v_1$. If $C<\lambda_2$,

$$|r|^2=\sum_kc_k^2(\lambda_k-C)^2\ge\sin^2\!\phi\,(\lambda_2-C)^2,
\qquad \sin\phi\le\frac{|r|}{\lambda_2-C}. \qquad(4)$$

Translations must be projected out. Near a minimum their zero curvature lies below every true mode, and the dimer would turn into one. One subtracts from $N$ its mean over atoms. Since the forces sum to zero, $HN$ then has no translational part either, and the projection persists.

## Translation of the dimer

Where $C<0$, equation (1) applies. Where $C\ge0$, the practical rule is $F^\dagger=-(F\cdot N)N$, which climbs along $N$ and leaves other directions alone. This second field also vanishes wherever $F\cdot N=0$, even if $F\ne0$, so convergence may be declared only where $C<0$.

Near the saddle a plain step $\alpha F^\dagger$ multiplies the error along mode $k$ by $1-\alpha|\lambda_k|$. It is stable for $0<\alpha<2/\max|\lambda_k|$ and slow for soft modes. A quasi-Newton step does better. Let $s$ be the last displacement and $y=F^\dagger_{\rm old}-F^\dagger_{\rm new}$. Near the saddle $y\approx-Js$, and $-J$ is symmetric with positive eigenvalues $|\lambda_1|,\lambda_2,\dots$ An approximate inverse $B$ of $-J$ is updated by

$$B'=\Big(I-\frac{sy^T}{s\cdot y}\Big)B\Big(I-\frac{ys^T}{s\cdot y}\Big)+\frac{ss^T}{s\cdot y}.$$

The right-hand bracket annihilates $y$, so $B'y=s$, as required of an inverse. For any $x$, with $z=x-y(s\cdot x)/(s\cdot y)$,

$$x^TB'x=z^TBz+\frac{(s\cdot x)^2}{s\cdot y}.$$

If $B$ is positive definite and $s\cdot y>0$, this vanishes only when $s\cdot x=0$ and $z=0$, hence $x=0$. Positivity survives, and the step $BF^\dagger$ has a positive component along $F^\dagger$. Pairs with small or negative $s\cdot y$ are discarded.

## Pseudocode

The settings are those of the copper example below, where the dimer half-length is $\Delta=2\times10^{-4}$ nm.

```
LOWEST_MODE(R, N, max_rot):
  remove mean from N; normalize; get HN by (2)
  Q = none
  repeat up to max_rot times:
    r = HN - (N.HN) N
    if |r| < 2 eV/nm^2: stop
    T = r/|r|; get HT by (2)
    basis = N, T, and Q made perpendicular to both
    c = lowest eigenvector of H in this basis
    new N, HN = same combination of basis, images
    Q, HQ = that combination without its old-N part
  return N, C = N.HN

FIELD(R):
  N, C = LOWEST_MODE(R, last N, 12)   # first call: N along R - R_minimum, max_rot 40
  if C < 0: return F - 2(F.N)N, concave
  else:     return -(F.N)N, convex

SEARCH(R):
  memory = empty; f, region = FIELD(R)
  repeat:
    if concave and max|f| < 0.001 eV/nm: stop
    if convex: clear memory; d = 0.01 nm * f/|f|
    else:
      d = f
      for (s,y) newest to oldest:
        g = s.d/s.y; store g; d = d - g y
      d = d * (s.y/y.y of newest pair)
          # empty memory: d = f/(2000 eV/nm^2)
      for (s,y) oldest to newest:
        d = d + s (g - y.d/s.y)
      if d.f <= 0: clear memory; d = f/(2000 eV/nm^2)
      scale d so that no component exceeds 0.01 nm
    f_new, region_new = FIELD(R + d); y = f - f_new
    if both concave and d.y > (10 eV/nm^2) d.d:
      store (d, y), keeping the last 12
    R = R + d; f = f_new; region = region_new
```

The two loops apply the update for $B$ without storing a matrix. After convergence, count the negative Hessian eigenvalues, push the atoms along $+N$ and $-N$, and relax each copy with the ordinary force.

## Worked case: a vacancy hop in copper

Copper serves as a conductor in chip interconnects. The cell holds 107 atoms on 108 face-centred cubic sites. The energy is of the Gupta, or second-moment tight-binding, form

$$V=\sum_i\Big[\sum_{j\ne i}Ae^{-px_{ij}}w_{ij}-\sqrt{\sum_{j\ne i}\xi^2e^{-2qx_{ij}}w_{ij}}\Big],\qquad x_{ij}=\frac{r_{ij}}{r_0}-1,$$

with $r_0=a_0/\sqrt2=0.2546$ nm. The factor $w=1-t^3(10-15t+6t^2)$, $t=(r-0.45\,\mathrm{nm})/(0.05\,\mathrm{nm})$, switches the interaction off between 0.45 and 0.50 nm; it is 1 below and 0 above. Rough inputs are $a_0=0.36$ nm, cohesive energy 3.5 eV, $p=11$ and $q=2.3$. Cohesion and zero pressure then fix $A=0.0834$ eV and $\xi=1.217$ eV.

**Start.** One neighbour of the vacancy is kicked by 0.09 nm, 20° off the line to the vacancy, and all atoms are shaken by 0.002 nm (rms per axis). The vacancy is also where the hopping atom will end up, so aiming near it is a real hint; the search itself is given no final state. The start lies 2.83 eV above the minimum. Ordinary relaxation from it returns to the minimum energy within $10^{-8}$ eV.

**First rotation.** With $N$ along the kick and $T$ along the residual $r$, $a=759.7$, $b=3000.3$ and $c=5921.1$ eV/nm². Equation (3) gives

$$\rho=\sqrt{2580.7^2+3000.3^2}=3957.5,\qquad C_{\min}=3340.4-3957.5=-617.1\ \mathrm{eV/nm^2}$$

at 155.35°. A scan using energies alone, in steps of 1°, finds $-616.8$. The difference is the scan's offset $\delta=0.35°=0.0061$ rad, which costs $2\rho\delta^2=0.3$ eV/nm². The kick direction itself has positive curvature; rotation uncovers the negative one. The search itself starts with $N$ along the whole displacement from the minimum, kick and shake together; its first set of rotations lowers $C$ to $-854$ eV/nm².

**Saddle.** The search converges in 21 steps to a barrier of 0.739 eV (71 kJ/mol). The Hessian there has one negative eigenvalue, $-145.8$ eV/nm², equal to the dimer curvature to the digits shown; the smallest positive one is 105.8 eV/nm². By (4), the rotation tolerance of 2 eV/nm², when met, limits $\sin\phi$ to about $2/(105.8+145.8)=0.008$ at the saddle. The hopping atom carries 96% of the squared amplitude of the unstable mode.

Relaxation from both sides shows that the vacancy has moved 0.2546 nm, one nearest-neighbour distance. At the saddle the hopping atom passes between four atoms. On unrelaxed sites they would be $\sqrt{3/8}\,a_0=0.220$ nm from it; they relax outwards to a mean of 0.236 nm.

**Independent barrier.** With both end states known, the hop has a mirror plane halfway. In a mirror-symmetric configuration the force is mirror symmetric too, so relaxing the symmetric displacements alone makes the whole force vanish. This route gives 0.738715 eV, as does the dimer. In the harmonic approximation a leftover force changes the energy by at most $|F|^2/(2\min|\lambda|)$. With 321 components no larger than $9.5\times10^{-4}$ eV/nm, that is $1.4\times10^{-6}$ eV.

**Other starts.** Kicks of 0.03 and 0.06 nm, with the same direction and shake, reach first-order saddles at 0.7387 eV in 24 and 22 steps. The shorter kick starts at $C=+61$ eV/nm² and so needs the climbing rule. Three related starts do not measure a success rate.

## Cost

Each evaluation of the field takes one central force, one pair for $HN$ and one pair per rotation. The main search used 180 force calls. Its 22 field evaluations account for $22\times3=66$; the other 114 are 57 rotations, or 2.6 per evaluation. One Hessian by central differences costs $2\times321=642$ calls. Checking the saddle that way is dearer here than finding it.

## Failure modes

- **Crossing modes.** Where $\lambda_1=\lambda_2$, $N$ is undefined and $F^\dagger$ can jump. Steps may then cycle; a smaller step cap or a new start is the remedy to try.
- **The wrong soft mode.** In the convex region the lowest mode may be an extended vibration unrelated to the defect. A larger local kick, or freezing distant atoms, favours the defect; freezing changes the barrier and must be undone at the end.
- **A start at the minimum.** There $F=0$, and even the climbing rule has no direction. A kick is necessary.
- **An unrelated saddle.** One negative eigenvalue does not prove that the saddle borders the initial state. Relaxation from both sides decides this. Finding the lowest barrier requires many different starts, and no finite number proves the list complete.

## How far the copper number can be trusted

The model's bulk modulus is 143 GPa and its barrier 0.74 eV. Measured values for copper are roughly 140 GPa and 0.7 eV, so both are typical; this does not validate the potential in general. The changes below are relative to the 107-atom barrier. Rate factors are $e^{-\Delta E/kT}$ at an anneal temperature of 600 K ($kT=0.0517$ eV), with the rate prefactor held fixed.

| Change | $\Delta E$ (eV) | factor |
|---|---|---|
| 499-atom cell | −0.001 | 1.02 |
| lattice 1% larger | −0.038 | 2.1 |
| $p=10$ | −0.101 | 7.1 |
| $q=2.5$ | +0.029 | 0.57 |

For the last two rows $A$ and $\xi$ were refitted at fixed $a_0$ and cohesive energy. The steps in $p$ and $q$ are illustrative, not error bars: $p=10$ also lowers the bulk modulus to about 130 GPa. The table leaves out the cutoff, which begins just beyond the third neighbour shell at 0.441 nm. Moving it past the fourth or fifth shell, in a larger cell and with $A$ and $\xi$ refitted, lowers the barrier by 0.02 to 0.03 eV and changes the lattice row to about $-0.05$ eV. The form of the potential thus matters far more than the cell size. One per cent is a rough thermal expansion from absolute zero to 600 K. The barrier is also proportional to the cohesive energy at fixed $a_0,p,q$, because the fit scales $A$ and $\xi$ together.

Quantum effects are small. Zero-point energy raises the barrier by 0.001 eV. The unstable mode has $\hbar\omega=\hbar\sqrt{|\lambda_1|/m}=9.8$ meV for a mass of 63.5 u. A parabolic barrier transmits a fraction $1/(1+e^{-2\pi E/\hbar\omega})$ at energy $E$ from its top. Averaging with $u=E/kT$ and $y=\hbar\omega/(2kT)$ gives

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-u}\,du}{1+e^{-\pi u/y}}=\frac{y}{\sin y}\qquad(0<y<\pi),$$

relative to classical passage. The substitution $t=e^{-\pi u/y}$ turns the integral into $(y/\pi)\int_0^\infty t^{y/\pi-1}/(1+t)\,dt$, and the standard integral $\int_0^\infty t^{s-1}/(1+t)\,dt=\pi/\sin\pi s$ for $0<s<1$ then gives the result. Here $y=0.095$ and $\kappa=1.0015$. The expression diverges at $y=\pi$, or $T=\hbar\omega/(2\pi k)=18$ K, far below use.

Real interconnects break the assumption of a perfect bulk crystal. Transport along interfaces and grain boundaries has a total activation energy of roughly 1 eV, against roughly 2 eV for bulk self-diffusion, which includes forming the vacancy. The 0.74 eV found here is the migration part in bulk alone and should not be used as the activation energy of a line's failure. The numerical output follows.

## Values computed for the example and the checks

```
2D model, dimensionless: Hessian eigenvalues | field Jacobian
  min      0.5172   1.0828 |  -1.0828   0.5172
  saddle  -1.0246   0.6246 |  -1.0246  -0.6246
  max     -1.1159  -0.5818 |  -1.1159   0.5818
2D curl of reversed field at (1.0, 0.7): -0.1543
2D curvature-error ratio on halving dimer: 3.991
Inputs: a = 0.36 nm, E_coh = 3.5 eV, p = 11.0, q = 2.3
Inputs: mass = 63.5 u, T = 600 K, cutoff 0.45-0.5 nm
Fitted A = 0.08340 eV, xi = 1.21668 eV
Bulk modulus of the model: 142.6 GPa
Start: kick 0.09 nm, 20 deg off axis, shake 0.002 nm rms/axis
Start energy above minimum: 2.8311 eV
First plane: a, b, c = 759.7, 3000.3, 5921.1 eV/nm^2
First plane: best angle 155.35 deg, lowest scanned C -616.8 eV/nm^2
Ordinary relaxation ends at 4.5e-09 eV from min
Dimer: 21 steps, 180 force calls, first C = -854.0 eV/nm^2
Largest force component at saddle: 9.5e-04 eV/nm
Barrier, dimer: 0.738715 eV
Barrier, mirror-symmetric reference: 0.738715 eV
Lowest curvature: dimer -145.82, Hessian -145.82 eV/nm^2
Next nonzero Hessian eigenvalue: 105.79 eV/nm^2
Mode overlap 1.000000; hopping-atom weight 0.962
Vacancy displacement found by relaxing both sides: 0.2546 nm
Four nearest atoms at saddle: mean 0.2361 nm (bulk 0.2546 nm)
Smaller kicks, at most 150 steps:
  kick 0.03 nm: first C 61.0 eV/nm^2, 24 steps, converged, 1 negative mode(s), E-Emin 0.7387 eV
  kick 0.06 nm: first C -242.8 eV/nm^2, 22 steps, converged, 1 negative mode(s), E-Emin 0.7387 eV
kT = 0.05170 eV; barrier changes and rate factors exp(-dE/kT):
  255-atom cell  dE = -0.00062 eV, factor 1.0121
  499-atom cell  dE = -0.00091 eV, factor 1.0178
  lattice +1%    dE = -0.03844 eV, factor 2.1033
  p = 10         dE = -0.10148 eV, factor 7.1187
  q = 2.5        dE = +0.02888 eV, factor 0.5720
Zero-point change of barrier: +0.00090 eV
Unstable mode: hbar*omega = 9.798 meV
Tunnelling factor at 600 K: 1.00150
Tunnelling crossover temperature: 18.1 K
```
